# Memory for 1000 silicon atoms: Gamma-only orbitals versus the Hamiltonian matrix

## Definitions and conventions

The system is a periodic cube of side $L$ and volume $V=L^3$, built from $5\times5\times5$ conventional cubic cells of silicon. Each conventional cell holds 8 atoms, so the cube holds $N_{\rm at}=1000$.

Lengths are in bohr and energies in rydberg (Ry). In these units $\hbar^2/2m=1$, and a plane wave of wavevector $\mathbf G$ has kinetic energy $|\mathbf G|^2$. An orbital with the periodicity of the cube, which is the case $\mathbf k=0$ (the Gamma point), is written

$$
\psi(\mathbf r)=\frac{1}{\sqrt V}\sum_{\mathbf G}c(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r},\qquad \mathbf G=\frac{2\pi}{L}\mathbf n,
$$

where $\mathbf n$ has integer components. The sum is cut off by the condition $|\mathbf G|^2\le E_{\rm cut}=20$ Ry. The number of plane waves that satisfy it is $N_{\rm PW}$.

The electrons are treated in a mean-field theory of Kohn–Sham type with a functional of the density and at most its gradient, so that exchange and correlation enter as a multiplicative potential. A pseudopotential replaces the core, leaving $z=4$ valence electrons per atom. There is no spin polarization, no magnetic field and no spin-orbit coupling, and each occupied orbital holds two electrons.

Numbers are stored in double precision: 8 bytes for a real number, 16 for a complex one. One GB is $10^9$ bytes.

## The estimate on the back of an envelope

Silicon has about 135 bohr³ per atom. At 20 Ry this gives about 200 plane waves per atom, by the counting formula derived below, so $N_{\rm PW}\approx2\times10^5$. Four electrons per atom, two per orbital, give 2000 occupied orbitals.

At the Gamma point an orbital can be chosen real, so it carries as much information as $N_{\rm PW}$ real numbers. The orbitals therefore need

$$
(2\times10^3)(2\times10^5)(8\ \text{bytes})\approx3.2\ \text{GB}.
$$

The Hamiltonian matrix has one row and one column per plane wave. Even as a real matrix it needs

$$
(2\times10^5)^2(8\ \text{bytes})\approx320\ \text{GB}.
$$

Both arrays have one row of real numbers per plane wave. The first has one column per orbital and the second one column per plane wave, so they are equal in size only if there are as many orbitals as plane waves. Here there are about a hundred times fewer. The rest of the argument justifies each factor and asks whether the large matrix is needed at all.

## Counting the plane waves

The allowed wavevectors form a cubic lattice with spacing $2\pi/L$. Each one therefore occupies a volume $(2\pi/L)^3=(2\pi)^3/V$ of reciprocal space. The cutoff selects those inside a sphere of radius $G_{\max}=\sqrt{E_{\rm cut}}$. Dividing the volume of the sphere by the volume per point gives

$$
N_{\rm PW}\approx\frac{4\pi}{3}G_{\max}^3\,\frac{V}{8\pi^3}=\frac{V\,G_{\max}^3}{6\pi^2}.
$$

The lattice parameter is 10.2631 bohr, so $L=51.316$ bohr and $V=135130$ bohr³. With $G_{\max}=\sqrt{20}=4.4721$ bohr⁻¹, $G_{\max}^3=89.44$ bohr⁻³ and

$$
N_{\rm PW}\approx\frac{135130\times89.44}{59.22}\approx2.041\times10^5.
$$

The formula replaces a count of points by a volume, so its error comes from the surface of the sphere. In integer units the radius is $R=G_{\max}L/2\pi=36.525$. Surround each counted point by a unit cube. No part of a cube is farther than $\sqrt3/2$ from its centre, so the cubes together cover the sphere of radius $R-\sqrt3/2$ and fit inside the sphere of radius $R+\sqrt3/2$. The relative error is thus at most

$$
\left(1+\frac{\sqrt3}{2R}\right)^3-1\approx7\%.
$$

This is a bound. Direct enumeration gives $N_{\rm PW}=204589$, which is 0.24% above the volume formula. The enumerated number is used from here on.

## Why half the coefficients suffice

Without a magnetic field or spin-orbit coupling, the Hamiltonian is real in position space: it turns a real function into a real function. Suppose $H\psi=\varepsilon\psi$. The eigenvalue is real, so complex conjugation gives $H\psi^*=\varepsilon\psi^*$. At $\mathbf k=0$ the function $\psi^*$ also obeys the same periodic boundary condition as $\psi$. Hence $\psi+\psi^*$ and $(\psi-\psi^*)/i$, which are both real, are eigenfunctions with the same energy, unless one of them vanishes.

If the level is degenerate, the real functions obtained in this way from all its orbitals span the level. Orthogonalizing an independent set of them involves real coefficients, so the result is a real orthonormal set. All orbitals can therefore be taken real.

The effect on the coefficients follows from conjugating the expansion and renaming $\mathbf G\to-\mathbf G$, which is allowed because the cutoff sphere contains $-\mathbf G$ whenever it contains $\mathbf G$:

$$
\psi^*(\mathbf r)=\frac1{\sqrt V}\sum_{\mathbf G}c(\mathbf G)^*e^{-i\mathbf G\cdot\mathbf r}
=\frac1{\sqrt V}\sum_{\mathbf G}c(-\mathbf G)^*e^{i\mathbf G\cdot\mathbf r}.
$$

Setting $\psi^*=\psi$ and comparing coefficients gives $c(\mathbf G)=c(-\mathbf G)^*$, or equivalently

$$
c(-\mathbf G)=c(\mathbf G)^*.
$$

No inversion symmetry of the atoms has been used. One member of each pair $\pm\mathbf G$ determines the other. The vector $\mathbf G=0$ is its own partner, and its coefficient is real. The number of plane waves is therefore odd, and the half set, consisting of $\mathbf G=0$ and one member of each pair, contains

$$
N_{\rm half}=\frac{N_{\rm PW}+1}{2}=\frac{204590}{2}=102295
$$

coefficients.

Calculations can be done on the half set directly. For two real orbitals $a$ and $b$, the terms $\mathbf G$ and $-\mathbf G$ of the overlap are complex conjugates of each other, so each pair contributes twice a real part. If the half set is summed including $\mathbf G=0$, that one term is doubled as well and must be subtracted once:

$$
\langle a|b\rangle=2\,{\rm Re}\sum_{\rm half}c_a(\mathbf G)^*c_b(\mathbf G)-c_a(0)\,c_b(0).
$$

The saving depends on $-\mathbf k$ being equivalent to $\mathbf k$, which holds at $\mathbf k=0$ and also when $2\mathbf k$ is one of the vectors $\mathbf G$. At a general $\mathbf k$ an orbital is $e^{i\mathbf k\cdot\mathbf r}$ times a periodic function, and its complex conjugate belongs to $-\mathbf k$. Conjugation then relates two different sets of orbitals and places no such condition within one set. The numerical check confirms both cases for a random real potential without inversion symmetry: the relation between $c(-\mathbf G)$ and $c(\mathbf G)^*$ holds to rounding error at $\mathbf k=0$ and fails at a general $\mathbf k$.

## Memory for the orbitals

The number of occupied orbitals is

$$
N_b=\frac{zN_{\rm at}}{2}=\frac{4\times1000}{2}=2000.
$$

One orbital takes $16\times102295$ bytes, or 1.637 MB. All of them take

$$
M_{\rm orb}=16\,N_bN_{\rm half}=8\,N_b(N_{\rm PW}+1)=2000\times1.637\ \text{MB}=3.27\ \text{GB},
$$

which is 3.05 GiB in units of $2^{30}$ bytes. Storing every coefficient as a complex number, as a general $\mathbf k$ requires in a cell without inversion symmetry, takes 6.55 GB.

The figure of 3.3 GB is for one copy of the occupied orbitals. An iterative solver that updates all orbitals together also keeps arrays of the same shape, for example the products $H\psi$ for all orbitals, and each such array adds another 3.3 GB. Empty orbitals add 1.637 MB apiece.

## Memory for the matrix

The matrix element of a local potential $v(\mathbf r)$ between two plane waves is

$$
\frac1V\int_V e^{-i\mathbf G\cdot\mathbf r}\,v(\mathbf r)\,e^{i\mathbf G'\cdot\mathbf r}\,d^3r=\tilde v(\mathbf G-\mathbf G'),
$$

where $\tilde v(\mathbf q)$ is the Fourier coefficient of the potential at $\mathbf q$. With the kinetic energy and the nonlocal part of the pseudopotential,

$$
H_{\mathbf G\mathbf G'}=|\mathbf G|^2\delta_{\mathbf G\mathbf G'}+\tilde v(\mathbf G-\mathbf G')+V^{\rm nl}_{\mathbf G\mathbf G'}.
$$

When the atoms are displaced at random from perfect lattice sites, no symmetry makes $\tilde v(\mathbf G-\mathbf G')$ vanish, and the matrix has to be counted as dense. In the plane-wave basis it is complex and takes

$$
16\,N_{\rm PW}^2=16\times(204589)^2\ \text{bytes}=670\ \text{GB}.
$$

A fair comparison gives the matrix the same benefit of reality as the orbitals. For each pair $\pm\mathbf G$, replace the two exponentials by

$$
\sqrt{\frac2V}\cos(\mathbf G\cdot\mathbf r),\qquad \sqrt{\frac2V}\sin(\mathbf G\cdot\mathbf r).
$$

The squares of the cosine and sine average to one half over the cube, so these functions are normalized. They span the same space as the exponentials, and their number is still $N_{\rm PW}$. A real operator between real functions has real matrix elements, so the matrix is now real and symmetric:

$$
M_H=8\,N_{\rm PW}^2=335\ \text{GB}.
$$

Symmetry permits keeping one triangle including the diagonal, $N_{\rm PW}(N_{\rm PW}+1)/2$ numbers, which takes 167 GB. The full arrays thus take hundreds of gigabytes, and the most compact of these forms is still well above 100 GB.

At a general $\mathbf k$ this step to a real matrix fails, and the reason is visible in the kinetic energy. The plane waves $\pm\mathbf G$ then have energies $|\mathbf k\pm\mathbf G|^2$, which differ by $4\mathbf k\cdot\mathbf G$. Between the cosine and the sine this difference produces an imaginary element of magnitude $2|\mathbf k\cdot\mathbf G|$.

## Comparison

Dividing the two results, and neglecting 1 against $N_{\rm PW}$, gives

$$
\frac{M_H}{M_{\rm orb}}=\frac{8N_{\rm PW}^2}{8N_b(N_{\rm PW}+1)}\approx\frac{N_{\rm PW}}{N_b}.
$$

Let $\Omega=V/N_{\rm at}$ be the volume per atom. Inserting the two counts,

$$
\frac{N_{\rm PW}}{N_b}\approx\frac{\Omega N_{\rm at}G_{\max}^3/6\pi^2}{zN_{\rm at}/2}=\frac{\Omega\,G_{\max}^3}{3\pi^2z}.
$$

With $\Omega=135.13$ bohr³ this is 102.1. The number of atoms has cancelled. Both memories grow as $N_{\rm at}^2$, the orbitals because their number and their length each grow with the cell, the matrix because both its dimensions do. Enumeration for cells of 216, 512 and 1000 atoms gives ratios of 101.5, 102.0 and 102.3; the small differences from the formula come from counting points in a sphere.

The advantage of the orbitals is therefore not a matter of slower growth with system size. It comes from the large number of plane waves per occupied orbital. Three limits show what controls it:

- Raising the cutoff increases $G_{\max}^3=E_{\rm cut}^{3/2}$. The orbital memory grows as $E_{\rm cut}^{3/2}$, the matrix as $E_{\rm cut}^3$, and the ratio as $E_{\rm cut}^{3/2}$.
- At a general $\mathbf k$, in a cell without inversion symmetry, both arrays are complex and take about twice as much memory, 6.5 GB and 670 GB; the number of plane waves within the cutoff changes slightly with $\mathbf k$. The ratio stays near 102, so the contrast does not depend on the Gamma-point saving, although the figure of 3.3 GB does.
- If all eigenvectors were wanted, $N_b$ would equal $N_{\rm PW}$ and the orbitals would take as much memory as the full matrix. The saving exists because only the lowest small fraction of the spectrum is occupied.

## Why the matrix need not be stored

An iterative eigensolver improves trial orbitals using the products $H\psi$ and overlaps between vectors. It needs the action of $H$, not a table of its elements. Its small matrices, such as $\langle\psi_i|H|\psi_j\rangle$ among 2000 real orbitals, take $8\times2000^2$ bytes, or 32 MB each.

The kinetic part of $H\psi$ multiplies each $c(\mathbf G)$ by $|\mathbf G|^2$. The local potential gives the convolution $\sum_{\mathbf G'}\tilde v(\mathbf G-\mathbf G')c(\mathbf G')$. This depends on differences of wavevectors alone, so the $N_{\rm PW}^2$ elements repeat a much shorter list of numbers. The differences lie in a sphere of radius $2G_{\max}$, whose volume is 8 times that of the cutoff sphere, so there are at most about $8N_{\rm PW}$ of them.

In position space the convolution is the ordinary product $v(\mathbf r)\psi(\mathbf r)$. A fast Fourier transform (FFT) takes $\psi$ to a grid, the values are multiplied by $v$, and a second transform returns the product to the plane waves.

The grid must be fine enough. Let $M$ be the largest integer component of $\mathbf n$ in the cutoff sphere. The orbital has components from $-M$ to $M$. The potential is needed for differences, so its components can be limited to the range from $-2M$ to $2M$ without changing the matrix. The product then reaches $3M$. A grid with $p$ points per side cannot distinguish a component $m$ from $m-p$, so the highest component appears at $3M-p$. This falls outside the wanted range if

$$
3M-p<-M,\qquad\text{that is}\qquad p>4M.
$$

The negative end gives the same condition. With $p=4M+1$ the FFT route therefore reproduces the matrix product up to rounding. In the numerical check the two agree to about $10^{-14}$ in the units of a small model, while a grid with one point fewer per side gives an error of 2.7 in the same units. The size of that error is a property of the model, whose random potential is as strong at the components $\pm2M$ as at small wavevectors.

For the silicon cell $M=36$, so $p=145$. The real potential on this grid takes $8\times145^3$ bytes, or 24.4 MB. This small array does the work of the local part of the 335 GB matrix.

The nonlocal part of the pseudopotential can be written with a few localized functions $\beta_i$ on each atom and real coefficients $D_{ij}$:

$$
V^{\rm nl}\psi=\sum_{ij}\beta_i\,D_{ij}\,\langle\beta_j|\psi\rangle.
$$

It too is applied through overlaps, without forming a matrix in the plane waves. Assume 4 real projectors per atom, 4000 in all. Each has the size of an orbital, so storing them all takes 6.55 GB, twice as much as the orbitals. A code that does this needs about 10 GB for orbitals and projectors together. The storage can be avoided: moving a function to an atom at $\mathbf R$ multiplies its coefficients by $e^{-i\mathbf G\cdot\mathbf R}$, so the projectors of each atom can be generated from four common functions when they are needed, at the price of repeated work.

## Where the estimate changes

A perfect crystal is an exception to the dense count. Its potential repeats in every primitive cell of 2 atoms, and the cube contains 500 such cells. Then $\tilde v(\mathbf G-\mathbf G')$ vanishes unless $\mathbf G-\mathbf G'$ is a reciprocal vector of the primitive lattice. The plane waves separate into 500 groups that do not mix, each with about $N_{\rm PW}/500$ members. The blocks together hold $500\,(N_{\rm PW}/500)^2=N_{\rm PW}^2/500$ elements, and the complex matrix shrinks from 670 GB to about 1.3 GB. In that case the primitive cell with 500 $\mathbf k$ points, one for each group, describes the same system, and the large cell is unnecessary. The figure of hundreds of gigabytes applies to cells with no remaining symmetry, such as those with thermal disorder. A single defect that keeps the tetrahedral symmetry of its site is an intermediate case. The matrix between plane waves no longer separates into the 500 groups, but combinations adapted to the 24 point operations split it into blocks, and the distinct blocks hold about $N_{\rm PW}^2/24$ real elements, or 14 GB.

Other changes follow from the factors already identified. Treating spin up and spin down separately doubles the number of stored orbitals. Spin-orbit coupling, or a magnetic field acting on the orbital motion, removes the real form of the Hamiltonian used here, and with it the half-set storage. Single precision halves both arrays and leaves their ratio unchanged.

The cutoff of 20 Ry is an input to this estimate. Whether it is sufficient depends on the pseudopotential and on the accuracy wanted, and has to be established by a convergence study. If a higher cutoff is needed, the scaling above gives the new memory: at 40 Ry the orbitals take $2^{3/2}\approx2.8$ times as much, about 9 GB, and the full real matrix takes 8 times as much, about 2700 GB.

## Numbers as computed

```
SILICON CELL
atoms: 1000
cubic cells per side: 5
lattice parameter: 10.2631 bohr
cell side L: 51.316 bohr
cell volume V: 135130 bohr^3
volume per atom: 135.13 bohr^3
cutoff energy: 20 Ry
cutoff wavevector G_max: 4.4721 1/bohr
sphere radius in integer units: 36.525
valence electrons per atom: 4
occupied bands N_b: 2000
N_PW from volume formula: 204101
N_PW from enumeration: 204589
relative difference: 0.239 %
plane waves per atom: 204.6
stored coefficients per orbital: 102295
MEMORY (1 GB = 1e9 bytes)
one orbital: 1.637 MB
all occupied orbitals: 3.27 GB
all occupied orbitals: 3.05 GiB
orbitals without k = 0 saving: 6.55 GB
matrix, real, one triangle: 167 GB
matrix, real, full: 335 GB
matrix, complex, full: 670 GB
ratio full real matrix / orbitals, formula: 102.1
same ratio, enumerated, 216 atoms: 101.5
same ratio, enumerated, 512 atoms: 102.0
same ratio, enumerated, 1000 atoms: 102.3
largest integer component M: 36
grid points per side, 4M+1: 145
local potential on grid: 24.4 MB
assumed projectors per atom: 4
all projectors if stored: 6.55 GB
SMALL MODEL TESTS
plane waves in model: 81
largest integer component in model: 2
symmetry defect at k = 0: 1.6e-15
symmetry defect at general k: 0.992
half-set overlap error: 2.5e-13
imaginary part of matrix, k = 0: 7.3e-16 (model units)
imaginary part, general k: 1.800 (model units)
FFT product error, 4M+1 points: 1.1e-14 (model units)
FFT product error, 4M points: 2.729 (model units)
```
